# The hyperdynamics boost factor and its use in infrequent metadynamics: a program that tests the result

```python
# Result under test (hyperdynamics / infrequent metadynamics).
# V_b = V + dV.  If dV = 0 on the dividing surface S_j of basin A, then
#   k_j(TST) = k_jb(TST)/alpha,  alpha = <exp(beta dV)>_{A,biased} = Z_A/Z_Ab,
# and crossings per hypertime tau = int exp(beta dV) dt give the unbiased rate.
# Overdamped: exp(-beta dV) L_b is the generator for V with diffusion D exp(-beta dV),
# so lambda_hyper <= lambda; in 1D the mean hypertime is
#   h = (1/D) int_x0^b exp(beta (V+dV)(y)) Z(y) dy,  Z(y) = int_{-a}^y exp(-beta V),
# and T (unbiased mean first-passage time) is h at dV = 0.
# Slowly grown metadynamics bias: tau at escape is exponential with mean T.
# Model: V = E0 u^2 + (delta/2) u^3, u = sin(pi x/2a); A = [-a,a]. Units eV, A, ps, amu.
import numpy as np
import sympy as sp
from scipy import constants as C, stats
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu

rng = np.random.default_rng(11)
E0, delta, a, mass, temp = 0.40, 0.04, 1.25, 50.0, 500.0
B, r_narrow, c_top, w_top = 0.20, 0.7 * 1.25, 0.03, 0.20
g_md, g_od, b_abs, Ey = 5.0, 50.0, 2.0, 0.40
kT = C.k * temp / C.e
beta = 1.0 / kT
unit = C.e / C.atomic_mass * 1e-4          # eV/amu -> A^2/ps^2
v2 = kT * unit / mass
D = v2 / g_od

def V(x):
    u = np.sin(np.pi * x / (2 * a))
    return E0 * u**2 + 0.5 * delta * u**3

def bump(x, r):
    return B * np.clip(1 - (x / r)**2, 0, None)**2

biases = [lambda x: bump(x, r_narrow), lambda x: bump(x, a),
          lambda x: bump(x, r_narrow) + c_top * np.exp(-(x - a)**2 / (2 * w_top**2))]
names = ["narrow", "touching", "on-surface"]
curv = (V(1e-3) - 2 * V(0.0) + V(-1e-3)) / 1e-6
print(f"E0={E0} eV delta={delta} eV a={a} A m={mass} amu T={temp} K")
print(f"B={B} eV r={r_narrow:.3f} A or {a} A; surface bias c={c_top} eV width {w_top} A")
print(f"kT={kT:.5f} eV  beta={beta:.3f} 1/eV  barriers L,R={V(-a):.3f},{V(a):.3f} eV")
print(f"beta*barrier L,R={beta*V(-a):.3f},{beta*V(a):.3f}  omega={np.sqrt(curv*unit/mass):.3f} 1/ps")

# ---- TST by quadrature of the unbiased potential
ZA = quad(lambda x: np.exp(-beta * V(x)), -a, a, epsabs=1e-13)[0]
alphas = [ZA / quad(lambda x: np.exp(-beta * (V(x) + f(x))), -a, a, epsabs=1e-13,
                    points=[-r_narrow, r_narrow])[0] for f in biases]
pref = np.sqrt(v2 / (2 * np.pi))
kL, kR = pref * np.exp(-beta * V(-a)) / ZA, pref * np.exp(-beta * V(a)) / ZA
print(f"Z_A={ZA:.5f} A  sqrt(kT/2 pi m)={pref:.4f} A/ps")
print(f"k_TST L={kL:.4e} R={kR:.4e} 1/ps  L/R={kL/kR:.4f}")
print(f"1/(kL+kR)={1/(kL+kR):.1f} ps = {1e-3/(kL+kR):.3f} ns  exp(-beta c)={np.exp(-beta*c_top):.4f}")

# ---- biased Langevin MD (BAOAB), mirror at both surfaces, count hits
nc, ng, dt, nstep = 25000, 2000, 0.006, 20000
hc = 2 * a / nc
xc = -a + (np.arange(nc) + 0.5) * hc
acc_tab = np.concatenate([-np.gradient(V(xc) + f(xc), hc) * unit / mass for f in biases])
wt_tab = np.concatenate([np.exp(beta * f(xc)) for f in biases])
x = []
for f in biases:
    p = np.exp(-beta * (V(xc) + f(xc)))
    x.append(xc[rng.choice(nc, ng, p=p / p.sum())])
x = np.concatenate(x)
off = np.repeat(np.arange(3) * nc, ng)
v = np.sqrt(v2) * rng.standard_normal(x.size)
c1 = np.exp(-g_md * dt)
c2 = np.sqrt((1 - c1**2) * v2)
hitL, hitR, clock = np.zeros(x.size), np.zeros(x.size), np.zeros(x.size)

def mirror():
    i = np.nonzero(np.abs(x) > a)[0]
    if i.size:
        s = np.sign(x[i])
        hitR[i] += s > 0
        hitL[i] += s < 0
        x[i] = 2 * a * s - x[i]
        v[i] = -v[i]

acc = acc_tab[np.minimum(((x + a) / hc).astype(np.intp), nc - 1) + off]
for _ in range(nstep):
    v += 0.5 * dt * acc
    x += 0.5 * dt * v
    mirror()
    v *= c1
    v += c2 * rng.standard_normal(x.size)
    x += 0.5 * dt * v
    mirror()
    j = np.minimum(((x + a) / hc).astype(np.intp), nc - 1) + off
    acc = acc_tab[j]
    clock += wt_tab[j]
    v += 0.5 * dt * acc
clock *= dt
print(f"MD: gamma={g_md} 1/ps dt={dt} ps {ng} walkers x {nstep*dt:.0f} ps per bias")
for g in range(3):
    sl = slice(g * ng, (g + 1) * ng)
    bt, bL, bR = (q[sl].reshape(20, -1).sum(1) for q in (clock, hitL, hitR))
    al = bt / (ng / 20 * nstep * dt)
    eL, eR = bL.sum() / bt.sum() / kL, bR.sum() / bt.sum() / kR
    sL, sR = (np.std(q / bt, ddof=1) / np.sqrt(20) / k for q, k in ((bL, kL), (bR, kR)))
    want = np.exp(-beta * c_top) if g == 2 else 1.0
    sa = al.std(ddof=1) / np.sqrt(20)
    # four batch standard errors plus a small time-step allowance
    assert abs(al.mean() - alphas[g]) < 4 * sa + 0.005 * alphas[g]
    assert sL < 0.06 and sR < 0.06
    assert abs(eL - 1) < 4 * sL + 0.01 and abs(eR - want) < 4 * sR + 0.01
    print(f"{names[g]}: alpha quad={alphas[g]:.2f} MD={al.mean():.2f}+-{sa:.2f} hits L,R={int(bL.sum())},{int(bR.sum())}")
    print(f"  (hits/tau)/k_TST L={eL:.3f}+-{sL:.3f} R={eR:.3f}+-{sR:.3f} (R predicted {want:.3f})")

# ---- generator in hypertime, symbolic
X, Y, bs, Ds = sp.symbols("X Y b D", positive=True)
fV, fU, ff = (sp.Function(n)(X, Y) for n in ("V", "U", "f"))
Lb = Ds * sum(ff.diff(q, 2) - bs * (fV + fU).diff(q) * ff.diff(q) for q in (X, Y))
rhs = sp.exp(bs * fV) * sum((Ds * sp.exp(-bs * fU) * sp.exp(-bs * fV) * ff.diff(q)).diff(q) for q in (X, Y))
assert sp.simplify(sp.expand(sp.exp(-bs * fU) * Lb - rhs)) == 0

# ---- 1D overdamped: master-equation solve against the quadrature formula
xf = np.linspace(-a, b_abs, 65001)
Zf = cumulative_trapezoid(np.exp(-beta * V(xf)), xf, initial=0)
pos = xf >= -1e-12

def h_formula(f):
    return trapezoid((np.exp(beta * (V(xf) + f(xf))) * Zf)[pos], xf[pos]) / D

def lattice1d(f):
    hh = 0.002
    xs = -a + hh * np.arange(int(round((b_abs + a) / hh)) + 1)
    U = V(xs) + f(xs)
    up = D / hh**2 * np.exp(-0.5 * beta * np.diff(U))
    dn = D / hh**2 * np.exp(0.5 * beta * np.diff(U))
    dg = up.copy()
    dg[1:] += dn[:-1]
    lu = splu(diags([dg, -up[:-1], -dn[:-1]], [0, 1, -1], format="csc"))
    W = np.exp(beta * f(xs[:-1]))
    h1 = lu.solve(W)
    i0 = int(round(a / hh))
    return h1[i0], lu.solve(2 * W * h1)[i0], lu.solve(np.ones_like(W))[i0]

zero = lambda x: 0.0 * x
Tex = h_formula(zero)
assert abs(lattice1d(zero)[0] / Tex - 1) < 1e-3
print(f"overdamped: gamma={g_od} 1/ps D={D:.4f} A^2/ps b={b_abs} A relax={kT/(D*curv):.4f} ps")
print(f"T exact={Tex:.1f} ps = {Tex*1e-3:.2f} ns")
ratio = []
for g in range(2):
    h1, h2, Tb = lattice1d(biases[g])
    hf = h_formula(biases[g])
    assert abs(h1 / hf - 1) < 1e-3
    assert abs(h2 / (2 * h1**2) - 1) < 0.02
    assert abs(alphas[g] * Tb / h1 - 1) < 0.03
    ratio.append(h1 / Tex)
    print(f"{names[g]}: T_b={Tb:.2f} ps alpha*T_b={alphas[g]*Tb:.1f} ps h lattice={h1:.1f} ps")
    print(f"  h formula={hf:.1f} ps h/T={hf/Tex:.4f} h2/(2h^2)={h2/(2*h1**2):.4f}")
assert 1.0 < ratio[0] < 1.04 and ratio[1] > 1.15

# ---- 2D lattice, exits along x and y, absorbing at 1.5 a
n = 91
xs = np.linspace(-1.5 * a, 1.5 * a, n)
GX, GY = np.meshgrid(xs, xs, indexing="ij")
V2 = V(GX) + Ey * np.sin(np.pi * GY / (2 * a))**2

def lattice2d(dV):
    U, m, hh = V2 + dV, n - 2, xs[1] - xs[0]
    idx = -np.ones((n, n), int)
    idx[1:-1, 1:-1] = np.arange(m * m).reshape(m, m)
    me = np.arange(m * m)
    rows, cols, vals, dg, sink = [], [], [], np.zeros(m * m), np.zeros(m * m)
    for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        sl = (slice(1 + di, n - 1 + di), slice(1 + dj, n - 1 + dj))
        w = (D / hh**2 * np.exp(-0.5 * beta * (U[sl] - U[1:-1, 1:-1]))).ravel()
        nb = idx[sl].ravel()
        ok = nb >= 0
        rows.append(me[ok]); cols.append(nb[ok]); vals.append(-w[ok])
        dg += w
        if dj:
            sink += np.where(ok, 0.0, w)
    A = coo_matrix((np.concatenate(vals + [dg]),
                    (np.concatenate(rows + [me]), np.concatenate(cols + [me])))).tocsc()
    lu, c = splu(A), idx[n // 2, n // 2]
    W, f = np.exp(beta * dV[1:-1, 1:-1]).ravel(), np.ones(m * m)
    for _ in range(12):
        gq = lu.solve(W * f)
        lam, f = f[c] / gq[c], gq / gq[c]
    return lam, lu.solve(sink)[c]

l0, p0 = lattice2d(0 * V2)
l1, p1 = lattice2d(bump(np.hypot(GX, GY), r_narrow))
l2, p2 = lattice2d(bump(GX, r_narrow))
odds = lambda p: p / (1 - p)
pred = (1 - p0) + p0 / alphas[0]
assert l1 < l0 and l2 < l0
assert l1 / l0 > 0.95 and abs(odds(p1) / odds(p0) - 1) < 0.05
assert abs(odds(p2) * alphas[0] / odds(p0) - 1) < 0.06 and abs(l2 / l0 / pred - 1) < 0.06
print(f"2D: Ey={Ey} eV lambda={l0:.4e} 1/ps p_y={p0:.4f}")
print(f"  radial bias: lambda_hyper/lambda={l1/l0:.4f} p_y={p1:.4f}")
print(f"  x-only bias: lambda_hyper/lambda={l2/l0:.4f} (predicted {pred:.4f}) p_y={p2:.4f}")
print(f"  x-only odds drop={odds(p0)/odds(p2):.2f} (alpha={alphas[0]:.2f})")

# ---- well-tempered metadynamics, overdamped Leimkuhler-Matthews, z = x + a
dtm, sig, gb, hz, nrun = 0.015, 0.15, 10.0, 0.01, 500
zb = a + b_abs
nz = int(round(zb / hz)) + 2
zc = (np.arange(nz) + 0.5) * hz
dV0 = np.gradient(V(zc - a), hz)
bolt = np.exp(-beta * V(zc - a)) * (zc < 2 * a)
jtop = int(round(2 * a / hz))

def metad(height, stride, max_dep):
    ids, z, Vb = np.arange(nrun), np.full(nrun, a), np.zeros((nrun, nz))
    tau, ens, tmd, top = (np.zeros(nrun) for _ in range(4))
    prev = rng.standard_normal(nrun)
    for _ in range(max_dep):
        m = ids.size
        drift = (-beta * D * dtm * (dV0 + np.gradient(Vb, hz, axis=1))).ravel()
        W = np.exp(beta * Vb)
        alpha_t = bolt.sum() / (bolt / W).sum(1)
        W = W.ravel()
        R = rng.standard_normal((stride + 1, m))
        R[0] = prev
        prev = R[-1].copy()
        noise = np.sqrt(2 * D * dtm) * 0.5 * (R[:-1] + R[1:])
        o, alive, ck, st = np.arange(m) * nz, np.ones(m), np.zeros(m), np.zeros(m)
        for s in range(stride):
            j = (z * (1 / hz)).astype(np.intp) + o
            ck += W[j] * alive
            st += alive
            z = np.minimum(np.abs(z + drift[j] + noise[s]), zb)
            alive *= z < zb
        tau[ids] += ck * dtm
        ens[ids] += alpha_t * st * dtm
        tmd[ids] += st * dtm
        top[ids] = 0.5 * (Vb[:, jtop - 1] + Vb[:, jtop])
        keep = alive > 0
        ids, z, Vb, prev = ids[keep], z[keep], Vb[keep], prev[keep]
        if ids.size == 0:
            break
        here = Vb[np.arange(ids.size), (z / hz).astype(np.intp)]
        hh = height * np.exp(-here / ((gb - 1) * kT))
        Vb = Vb + hh[:, None] * np.exp(-(zc[None, :] - z[:, None])**2 / (2 * sig**2))
    assert ids.size == 0
    return tau, ens, tmd, top

print(f"metad: {nrun} runs dt={dtm} ps sigma={sig} A bias factor={gb} 1/sqrt(N)={nrun**-0.5:.4f}")
res = {}
for tag, height, stride, cap in (("slow", 0.01, 1000, 300), ("fast", 0.03, 10, 2000)):
    tau, ens, tmd, top = metad(height, stride, cap)
    pf = stats.kstest(tau, "expon", args=(0, tau.mean())).pvalue
    pe = stats.kstest(tau, "expon", args=(0, Tex)).pvalue
    res[tag] = (tau.mean() / Tex, pf, pe, beta * top.mean(), tau.sum() / ens.sum())
    print(f"{tag}: h={height} eV tau_G={stride*dtm:.2f} ps mean MD time={tmd.mean():.1f} ps")
    print(f"  mean tau={tau.mean():.0f} ps = {tau.mean()*1e-3:.2f} ns tau/T={tau.mean()/Tex:.3f}")
    print(f"  median tau/(T ln2)={np.median(tau)/(Tex*np.log(2)):.3f} speed-up T/t={Tex/tmd.mean():.1f}")
    print(f"  KS p fitted={pf:.3g} exact={pe:.3g} beta*V_G(a)={beta*top.mean():.3f}")
    print(f"  path clock / int alpha dt={tau.sum()/ens.sum():.4f}")
# slow: 4.5 % sampling error plus a residual-barrier error of several per cent
assert abs(res["slow"][0] - 1) < 0.2 and res["slow"][1] > 0.01
assert res["slow"][3] < 0.15 and abs(res["slow"][4] - 1) < 0.05
assert res["fast"][2] < 1e-3 and res["fast"][3] > 0.5
print("checks complete")
```

Output:

```
E0=0.4 eV delta=0.04 eV a=1.25 A m=50.0 amu T=500.0 K
B=0.2 eV r=0.875 A or 1.25 A; surface bias c=0.03 eV width 0.2 A
kT=0.04309 eV  beta=23.209 1/eV  barriers L,R=0.380,0.420 eV
beta*barrier L,R=8.819,9.748  omega=15.614 1/ps
Z_A=0.47762 A  sqrt(kT/2 pi m)=1.1503 A/ps
k_TST L=3.5605e-04 R=1.4071e-04 1/ps  L/R=2.5304
1/(kL+kR)=2013.0 ps = 2.013 ns  exp(-beta c)=0.4984
MD: gamma=5.0 1/ps dt=0.006 ps 2000 walkers x 120 ps per bias
narrow: alpha quad=47.81 MD=47.84+-0.03 hits L,R=4313,1612
  (hits/tau)/k_TST L=1.055+-0.022 R=0.998+-0.033 (R predicted 1.000)
touching: alpha quad=75.74 MD=75.70+-0.04 hits L,R=6571,2599
  (hits/tau)/k_TST L=1.016+-0.019 R=1.017+-0.017 (R predicted 1.000)
on-surface: alpha quad=47.93 MD=47.93+-0.04 hits L,R=3986,851
  (hits/tau)/k_TST L=0.973+-0.022 R=0.526+-0.020 (R predicted 0.498)
overdamped: gamma=50.0 1/ps D=0.1663 A^2/ps b=2.0 A relax=0.2051 ps
T exact=22610.7 ps = 22.61 ns
narrow: T_b=480.13 ps alpha*T_b=22955.1 ps h lattice=22980.2 ps
  h formula=22980.5 ps h/T=1.0164 h2/(2h^2)=0.9995
touching: T_b=388.39 ps alpha*T_b=29416.3 ps h lattice=29452.1 ps
  h formula=29452.3 ps h/T=1.3026 h2/(2h^2)=0.9994
2D: Ey=0.4 eV lambda=2.8558e-04 1/ps p_y=0.4784
  radial bias: lambda_hyper/lambda=0.9847 p_y=0.4790
  x-only bias: lambda_hyper/lambda=0.5195 (predicted 0.5316) p_y=0.0191
  x-only odds drop=47.18 (alpha=47.81)
metad: 500 runs dt=0.015 ps sigma=0.15 A bias factor=10.0 1/sqrt(N)=0.0447
slow: h=0.01 eV tau_G=15.00 ps mean MD time=939.5 ps
  mean tau=23015 ps = 23.02 ns tau/T=1.018
  median tau/(T ln2)=0.956 speed-up T/t=24.1
  KS p fitted=0.301 exact=0.387 beta*V_G(a)=0.014
  path clock / int alpha dt=1.0070
fast: h=0.03 eV tau_G=0.15 ps mean MD time=16.6 ps
  mean tau=583388 ps = 583.39 ns tau/T=25.801
  median tau/(T ln2)=2.603 speed-up T/t=1360.2
  KS p fitted=5.94e-106 exact=2.25e-67 beta*V_G(a)=1.518
  path clock / int alpha dt=3.6620
checks complete
```
